# Chadi's Bond Repulsion for Silicon: Shear Stiffness and Raman Frequency: test program

```python
"""Silicon: sp3 tight binding plus Chadi's bond repulsion U1*e + U2*e**2.

Result under test (energies per two-atom cell, e = fractional bond stretch):
  U1 = W/2, with W the hopping part of the band energy (hopping ~ 1/d**2);
  U2 = (9*V0*B - E_bs'')/8, with B the bulk modulus and V0 the cell volume;
  C11 - C12 = E_tt/(3*V0), with E_tt the band-energy curvature for rotating
  the bonds at fixed length: neither U2 nor, at equilibrium, U1 enters;
  (M/2)*omega**2*d**2 = E_bs''(x) + (8/3)*(U1 + U2) for the Raman mode,
  with x the relative sublattice displacement divided by the bond length d.
Bond vectors are in units of d, energies in eV, lengths in angstrom.
"""
import itertools
import numpy as np
from scipy import constants as sc

BOND = 2.35                       # angstrom, rough value for silicon
BULK = 0.61                       # eV/angstrom^3, rough value for silicon
MASS = 28.09                      # atomic mass units
LEVELS = np.array([-6.5, 0.0, 0.0, 0.0])     # s, px, py, pz
HOPS = (-2.0, 1.8, 3.0, -1.0)     # ss sigma, sp sigma, pp sigma, pp pi
VOLUME = 16 * BOND**3 / (3 * np.sqrt(3))
TO_GPA = sc.e / 1e-30 / 1e9
DIRS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)
PAIRS = [(i, j) for i in range(4) for j in range(4) if i != j]


def make_phases(mesh):
    """Bloch phases of the four bonds on a Gamma-centred mesh."""
    kappa = np.array(list(itertools.product(range(mesh), repeat=3))) / mesh
    return np.hstack([np.ones((len(kappa), 1)), np.exp(-2j * np.pi * kappa)])


PHASES = make_phases(12)


def hop_blocks(vectors, power=2, hops=HOPS, reference=1.0):
    ss, sp, sigma, pi = hops
    length = np.linalg.norm(vectors, axis=1)
    l = vectors / length[:, None]
    t = np.zeros((len(vectors), 4, 4))
    t[:, 0, 0] = ss
    t[:, 0, 1:] = sp * l
    t[:, 1:, 0] = -sp * l
    t[:, 1:, 1:] = (sigma - pi) * l[:, :, None] * l[:, None, :] + pi * np.eye(3)
    return t * ((reference / length) ** power)[:, None, None]


def assemble(blocks, phases):
    t = np.einsum('ki,iab->kab', phases, blocks)
    h = np.zeros((len(phases), 8, 8), complex)
    h[:, :4, 4:] = t
    h[:, 4:, :4] = np.conj(np.swapaxes(t, 1, 2))
    return h


def hamiltonian(bonds, power=2, hops=HOPS, second=0.0, phases=PHASES):
    h = assemble(hop_blocks(bonds, power, hops), phases)
    h += np.diag(np.tile(LEVELS, 2))
    if second:
        vectors = np.array([bonds[i] - bonds[j] for i, j in PAIRS])
        t2 = second * hop_blocks(vectors, power, hops, np.sqrt(8 / 3))
        p2 = np.array([phases[:, i] * phases[:, j].conj() for i, j in PAIRS]).T
        same = np.einsum('ki,iab->kab', p2, t2)
        h[:, :4, :4] += same
        h[:, 4:, 4:] += same
    return h


def band_energy(bonds, **model):
    levels = np.linalg.eigvalsh(hamiltonian(bonds, **model))
    return 2 * levels[:, :4].sum(axis=1).mean()


def total_energy(bonds, u1, u2, **model):
    e = np.linalg.norm(bonds, axis=1) - 1
    return band_energy(bonds, **model) + np.sum(u1 * e + u2 * e**2)


def slope(f, h=0.01):
    return (f(-2*h) - 8*f(-h) + 8*f(h) - f(2*h)) / (12*h)


def bend(f, h=0.01):
    return (-f(-2*h) + 16*f(-h) - 30*f(0.0) + 16*f(h) - f(2*h)) / (12*h*h)


# Geometries: dilation, traceless tetragonal strain, sublattice displacement
def dilated(x):
    return DIRS * (1 + x)


def sheared(s):
    return DIRS * np.array([1 - s/2, 1 - s/2, 1 + s])


def displaced(x, axis=(0, 0, 1)):
    return DIRS + x * np.array(axis, float)


def outer(a, b):
    return a[:, :, None] * b[:, None, :]


def fill(ss, sp, pp):
    t = np.zeros((4, 4, 4))
    t[:, 0, 0], t[:, 0, 1:], t[:, 1:, 0], t[:, 1:, 1:] = ss, sp, -sp, pp
    return t


def linear_path(g):
    """First and second derivatives of the bond blocks for bonds l + x*g."""
    ss, sp, sigma, pi = HOPS
    c, g2 = np.sum(DIRS * g, axis=1), np.sum(g * g, axis=1)

    def f1(p):
        return -2 * p * c

    def f2(p):
        return 4 * p * (p + 1) * c**2 - 2 * p * g2
    ll, lg, gg = outer(DIRS, DIRS), outer(DIRS, g) + outer(g, DIRS), outer(g, g)
    eye = np.eye(3)[None]
    first = fill(ss * f1(1), sp * (f1(1.5)[:, None] * DIRS + g),
                 (sigma - pi) * (f1(2)[:, None, None] * ll + lg)
                 + pi * f1(1)[:, None, None] * eye)
    second = fill(ss * f2(1), sp * (f2(1.5)[:, None] * DIRS
                                    + 2 * f1(1.5)[:, None] * g),
                  (sigma - pi) * (f2(2)[:, None, None] * ll
                                  + 2 * f1(2)[:, None, None] * lg + 2 * gg)
                  + pi * f2(1)[:, None, None] * eye)
    return first, second


def rotation_path():
    """Derivatives for turning each bond towards the z axis, length fixed."""
    ss, sp, sigma, pi = HOPS
    m = DIRS * np.sqrt(3) * np.array([-1, -1, 2]) / np.sqrt(6)
    first = fill(0.0, sp * m, (sigma - pi) * (outer(DIRS, m) + outer(m, DIRS)))
    second = fill(0.0, -sp * DIRS,
                  2 * (sigma - pi) * (outer(m, m) - outer(DIRS, DIRS)))
    return first, second


def perturbation(path, phases=PHASES):
    """Band-energy slope, frozen-state curvature and band-mixing curvature."""
    energy, vec = np.linalg.eigh(hamiltonian(DIRS, phases=phases))
    bra = np.conj(np.swapaxes(vec, 1, 2))
    h1 = bra @ assemble(path[0], phases) @ vec
    h2 = bra @ assemble(path[1], phases) @ vec
    diag1 = np.einsum('kii->ki', h1).real[:, :4]
    diag2 = np.einsum('kii->ki', h2).real[:, :4]
    gaps = energy[:, None, :4] - energy[:, 4:, None]
    mixing = 2 * np.abs(h1[:, 4:, :4])**2 / gaps
    return (2 * diag1.sum(axis=1).mean(), 2 * diag2.sum(axis=1).mean(),
            2 * mixing.sum(axis=(1, 2)).mean())


def supercell_energy(bonds, size=3):
    """Band energy per cell from atom positions and a neighbour search."""
    lattice = bonds[0] - bonds[1:]
    pos = np.array(list(itertools.product(range(size), repeat=3))) @ lattice
    images = np.array(list(itertools.product((-1, 0, 1), repeat=3))) @ lattice * size
    n, count = len(pos), 0
    t = np.zeros((4 * n, 4 * n))
    for i in range(n):
        for j in range(n):
            sep = pos[j] + bonds[0] - pos[i] + images
            sep = sep[np.linalg.norm(sep, axis=1) < 1.3]
            if len(sep):
                count += len(sep)
                t[4*i:4*i+4, 4*j:4*j+4] = hop_blocks(sep).sum(axis=0)
    assert count == 4 * n
    onsite = np.diag(np.tile(LEVELS, n))
    levels = np.linalg.eigvalsh(np.block([[onsite, t], [t.T, onsite]]))
    return 2 * levels[:4 * n].sum() / n


def raman_omega(curvature):
    """Angular frequency in rad/s from d2E/dx2 in eV."""
    stiffness = curvature / BOND**2 * sc.e / 1e-20
    return np.sqrt(stiffness / (MASS / 2 * sc.atomic_mass))


def predict(**model):
    """Refit U1, U2 and predict C11-C12 and the Raman quantum numerically."""
    levels = np.linalg.eigvalsh(hamiltonian(DIRS, **model))
    assert levels[:, 4].min() - levels[:, 3].max() > 0.3
    u1 = -slope(lambda x: band_energy(dilated(x), **model)) / 4
    u2 = (9*VOLUME*BULK - bend(lambda x: band_energy(dilated(x), **model))) / 8
    shear = bend(lambda s: total_energy(sheared(s), u1, u2, **model))
    optic = bend(lambda x: total_energy(displaced(x), u1, u2, **model))
    assert shear > 0 and optic > 0
    return 2 * shear / (3 * VOLUME), sc.hbar * raman_omega(optic) / sc.e


# The Bloch Hamiltonian against a real-space crystal, distorted on purpose
odd_bonds = sheared(0.05) + np.array([0.02, -0.01, 0.03])
real_space = supercell_energy(odd_bonds)
assert abs(real_space - band_energy(odd_bonds, phases=make_phases(3))) < 1e-8

levels = np.linalg.eigvalsh(hamiltonian(DIRS))
gap = levels[:, 4].min() - levels[:, 3].max()
width = levels[:, 3].max() - levels[:, 0].min()
assert gap > 0.5

# Fit from the derived formulas
band0 = band_energy(DIRS)
energy, vec = np.linalg.eigh(hamiltonian(DIRS))
weights = 2 * (np.abs(vec[:, :, :4])**2).sum(axis=2).mean(axis=0)
onsite_energy = weights @ np.tile(LEVELS, 2)
hop_energy = band0 - onsite_energy
dil = perturbation(linear_path(DIRS))
U1 = hop_energy / 2
U2 = (9 * VOLUME * BULK - dil[1] - dil[2]) / 8


def energy_of(bonds, u2=None):
    return total_energy(bonds, U1, U2 if u2 is None else u2)


# The fit must return zero pressure and the bulk modulus from E(V)
def by_volume(v):
    return energy_of(DIRS * (1 + v)**(1/3))


assert abs(slope(by_volume)) < 1e-4
bulk_back = bend(by_volume) / VOLUME
assert abs(bulk_back / BULK - 1) < 1e-4

# Tetragonal shear: rotation formula against the strained crystal
rot = perturbation(rotation_path())
strain_g = DIRS * np.array([-0.5, -0.5, 1.0])
lin = perturbation(linear_path(strain_g))
shear_rot = (rot[1] + rot[2]) / (3 * VOLUME)
shear_lin = 2 * (lin[1] + lin[2] + 2 * U1) / (3 * VOLUME)
shear_num = 2 * bend(lambda s: energy_of(sheared(s))) / (3 * VOLUME)
assert abs(rot[0]) < 1e-8 and shear_rot > 0
assert abs(shear_lin / shear_rot - 1) < 1e-6
assert abs(shear_num / shear_rot - 1) < 2e-4

# U2 leaves the shear constant alone but changes uniaxial C11
shear_no_u2 = 2 * bend(lambda s: energy_of(sheared(s), 0.0)) / (3 * VOLUME)
assert abs(shear_no_u2 / shear_num - 1) < 1e-4


def uniaxial(s):
    return DIRS * np.array([1, 1, 1 + s])


c11 = bend(lambda s: energy_of(uniaxial(s))) / VOLUME
c11_no_u2 = bend(lambda s: energy_of(uniaxial(s), 0.0)) / VOLUME
assert abs(c11 / (BULK + 2 * shear_rot / 3) - 1) < 2e-4
assert abs(c11 - c11_no_u2) > 0.1 * BULK

# No internal displacement is driven by the tetragonal strain
for axis in np.eye(3):
    force = slope(lambda x: energy_of(sheared(0.03) + x * axis))
    assert abs(force) < 1e-6

# Raman mode: formula against displaced sublattices, along z and along 111
opt = perturbation(linear_path(np.tile([0.0, 0.0, 1.0], (4, 1))))
optic = opt[1] + opt[2] + 8 / 3 * (U1 + U2)
optic_num = bend(lambda x: energy_of(displaced(x)))
diagonal = np.ones(3) / np.sqrt(3)
optic_111 = bend(lambda x: energy_of(displaced(x, diagonal)))
assert abs(opt[0]) < 1e-8 and optic > 0
assert abs(optic_num / optic - 1) < 2e-4
assert abs(optic_111 / optic - 1) < 5e-4
optic_no_u2 = bend(lambda x: energy_of(displaced(x), 0.0))
assert abs((optic_num - optic_no_u2) / (8 * U2 / 3) - 1) < 1e-3
omega = raman_omega(optic)
quantum = sc.hbar * omega / sc.e

# The displaced atoms stay neutral
_, moved = np.linalg.eigh(hamiltonian(displaced(0.04, (0.3, 0.5, 0.8))))
charge_a = 2 * (np.abs(moved[:, :4, :4])**2).sum(axis=(1, 2)).mean()
assert abs(charge_a - 4) < 1e-8

# Mesh convergence of the two curvatures that carry the predictions
fine = make_phases(16)
rot_fine = perturbation(rotation_path(), fine)
opt_fine = perturbation(linear_path(np.tile([0.0, 0.0, 1.0], (4, 1))), fine)
mesh_change = abs(sum(rot_fine[1:]) / sum(rot[1:]) - 1)
assert mesh_change < 5e-3
assert abs(sum(opt_fine[1:]) - sum(opt[1:])) < 5e-3 * optic

# Sizes of neglected or uncertain effects, each with U1 and U2 refitted
steep = predict(power=3)
assert abs(steep[0] / shear_rot - 1) < 5e-4
second = predict(second=0.05)
more_sp = predict(hops=(HOPS[0], 1.1 * HOPS[1], HOPS[2], HOPS[3]))
more_pp = predict(hops=(HOPS[0], HOPS[1], 1.1 * HOPS[2], HOPS[3]))
thermal = sc.k * 300 / sc.e
carriers = np.exp(-gap / (2 * thermal))
mean_square = (sc.hbar / (MASS * sc.atomic_mass * omega)
               / np.tanh(quantum / (2 * thermal)))
rms = np.sqrt(mean_square) * 1e10 / BOND
rise = (energy_of(displaced(rms)) + energy_of(displaced(-rms))) / 2 - energy_of(DIRS)
anharmonic = rise / (0.5 * optic * rms**2) - 1

print(f"bond length d = {BOND:.2f} angstrom")
print(f"bulk modulus B = {BULK:.2f} eV/angstrom^3 = {BULK*TO_GPA:.1f} GPa")
print(f"atomic mass M = {MASS:.2f} u")
print(f"p-s level splitting = {LEVELS[1]-LEVELS[0]:.2f} eV")
print("hoppings ss, sp, pp sigma, pp pi = "
      + ", ".join(f"{v:.2f}" for v in HOPS) + " eV")
print(f"cell volume V0 = {VOLUME:.3f} angstrom^3")
print(f"valence band width = {width:.3f} eV")
print(f"smallest gap on mesh = {gap:.3f} eV")
print(f"band energy per cell = {band0:.4f} eV")
print(f"on-site part = {onsite_energy:.4f} eV")
print(f"hopping part W = {hop_energy:.4f} eV")
print(f"dilation curvature, frozen states = {dil[1]:.3f} eV")
print(f"dilation curvature, band mixing = {dil[2]:.3f} eV")
print(f"9 V0 B = {9*VOLUME*BULK:.3f} eV")
print(f"U1 = {U1:.4f} eV")
print(f"U2 = {U2:.4f} eV")
print(f"B recovered from E(V) = {bulk_back:.5f} eV/angstrom^3")
print(f"rotation curvature, frozen states = {rot[1]:.3f} eV")
print(f"rotation curvature, band mixing = {rot[2]:.3f} eV")
print(f"rotation curvature E_tt = {rot[1]+rot[2]:.3f} eV")
print(f"strain curvature of band energy = {lin[1]+lin[2]:.3f} eV")
print(f"C11-C12, rotation formula = {shear_rot:.4f} eV/angstrom^3")
print(f"C11-C12, strained crystal = {shear_num:.4f} eV/angstrom^3")
print(f"C11-C12, strained, U2 = 0 = {shear_no_u2:.4f} eV/angstrom^3")
print(f"C11-C12 converted = {shear_rot*TO_GPA:.1f} GPa")
print(f"C11, uniaxial strain = {c11:.4f} eV/angstrom^3")
print(f"C11, uniaxial, U2 = 0 = {c11_no_u2:.4f} eV/angstrom^3")
print(f"Raman curvature, frozen states = {opt[1]:.3f} eV")
print(f"Raman curvature, band mixing = {opt[2]:.3f} eV")
print(f"Raman curvature, repulsion = {8/3*(U1+U2):.3f} eV")
print(f"Raman curvature, total = {optic:.3f} eV")
print(f"Raman curvature, displaced crystal = {optic_num:.3f} eV")
print(f"Raman force constant = {optic/BOND**2:.3f} eV/angstrom^2")
print(f"Raman quantum = {quantum:.5f} eV")
print(f"Raman frequency = {omega/(2*np.pi)/1e12:.2f} THz")
print(f"electrons on displaced atom = {charge_a:.6f}")
print(f"mesh change of E_tt, 12 to 16 = {100*mesh_change:.4f} percent")
for name, pair in (("hopping ~ 1/d^3", steep), ("5% second neighbours", second),
                   ("V_sp up 10%", more_sp), ("V_sigma up 10%", more_pp)):
    print(f"{name}: C11-C12 = {pair[0]:.4f} eV/angstrom^3, "
          f"Raman = {pair[1]:.5f} eV")
print(f"thermal energy at 300 K = {thermal:.5f} eV")
print(f"carrier factor exp(-gap/2kT) = {carriers:.1e}")
print(f"rms displacement / d at 300 K = {rms:.4f}")
print(f"quartic share of energy there = {100*anharmonic:.3f} percent")
print("done: every assertion held")
```

Running it gives:

```
bond length d = 2.35 angstrom
bulk modulus B = 0.61 eV/angstrom^3 = 97.7 GPa
atomic mass M = 28.09 u
p-s level splitting = 6.50 eV
hoppings ss, sp, pp sigma, pp pi = -2.00, 1.80, 3.00, -1.00 eV
cell volume V0 = 39.961 angstrom^3
valence band width = 13.167 eV
smallest gap on mesh = 1.509 eV
band energy per cell = -51.7061 eV
on-site part = -19.0769 eV
hopping part W = -32.6293 eV
dilation curvature, frozen states = -195.776 eV
dilation curvature, band mixing = -25.104 eV
9 V0 B = 219.389 eV
U1 = -16.3146 eV
U2 = 55.0335 eV
B recovered from E(V) = 0.61000 eV/angstrom^3
rotation curvature, frozen states = 63.558 eV
rotation curvature, band mixing = -9.499 eV
rotation curvature E_tt = 54.059 eV
strain curvature of band energy = 59.659 eV
C11-C12, rotation formula = 0.4509 eV/angstrom^3
C11-C12, strained crystal = 0.4509 eV/angstrom^3
C11-C12, strained, U2 = 0 = 0.4509 eV/angstrom^3
C11-C12 converted = 72.2 GPa
C11, uniaxial strain = 0.9106 eV/angstrom^3
C11, uniaxial, U2 = 0 = -0.3135 eV/angstrom^3
Raman curvature, frozen states = 20.619 eV
Raman curvature, band mixing = -30.608 eV
Raman curvature, repulsion = 103.250 eV
Raman curvature, total = 93.262 eV
Raman curvature, displaced crystal = 93.262 eV
Raman force constant = 16.888 eV/angstrom^2
Raman quantum = 0.07090 eV
Raman frequency = 17.14 THz
electrons on displaced atom = 4.000000
mesh change of E_tt, 12 to 16 = 0.0003 percent
hopping ~ 1/d^3: C11-C12 = 0.4509 eV/angstrom^3, Raman = 0.06908 eV
5% second neighbours: C11-C12 = 0.4537 eV/angstrom^3, Raman = 0.07070 eV
V_sp up 10%: C11-C12 = 0.4674 eV/angstrom^3, Raman = 0.07076 eV
V_sigma up 10%: C11-C12 = 0.4831 eV/angstrom^3, Raman = 0.07224 eV
thermal energy at 300 K = 0.02585 eV
carrier factor exp(-gap/2kT) = 2.1e-13
rms displacement / d at 300 K = 0.0208
quartic share of energy there = 0.013 percent
done: every assertion held
```
